# Brooks' theorem: electron levels and phonon energies as derivatives of one energy, part 3

Brooks' theorem relates the energies $\varepsilon_i,\hbar\omega_\nu$ and occupations $f_i,n_\nu$ of electron levels and vibrational modes, all other occupations being held fixed:

$$\frac{\partial \varepsilon_i}{\partial n_\nu}=\frac{\partial (\hbar\omega_\nu)}{\partial f_i}. \tag{1}$$

In the Born-Oppenheimer approximation, with $\varepsilon_i(u)$ the eigenvalues of the one-particle Hamiltonian $h(u)$ at nuclear displacement $u$, the nuclei move on

$$U(u;\{f\})=V_0(u)+\sum_if_i\,\varepsilon_i(u),\qquad \frac{\partial U}{\partial f_i}=\varepsilon_i(u). \tag{17}$$

For one coordinate of mass $M$, with $K=U''=M\omega^2$ at the minimum, both sides of (1) are, to leading order,

$$B=\frac{\hbar}{2M\omega}\left(\varepsilon''-\frac{\varepsilon'\,U'''}{K}\right). \tag{21}$$

The second term is the tadpole term.

With full phonon dynamics, fermions coupled to one mode, $X=b+b^\dagger$, have

$$H=\sum_n\varepsilon_n c_n^\dagger c_n+\hbar\omega\, b^\dagger b+\lambda\sum_{mn}g_{mn}c_m^\dagger c_n\,X+\lambda^2\sum_{mn}\Lambda_{mn}c_m^\dagger c_n\,X^2. \tag{9}$$

With $N$ the phonon number, $\Delta_{nm}=\varepsilon_n-\varepsilon_m$ and $E_2$ the coefficient of $\lambda^2$ in the energy,

$$\Sigma_n\equiv\frac{\partial E_2}{\partial f_n}=\sum_{m\ne n}g_{mn}^2\left[\frac{N+1-f_m}{\Delta_{nm}-\hbar\omega}+\frac{N+f_m}{\Delta_{nm}+\hbar\omega}\right]+\Lambda_{nn}(2N+1)-\frac{g_{nn}}{\hbar\omega}\Big[g_{nn}+2\sum_{m\neq n}g_{mm}f_m\Big], \tag{12}$$

$$\Pi\equiv\frac{\partial E_2}{\partial N}=\sum_{n\neq m}g_{mn}^2\,\frac{f_n-f_m}{\Delta_{nm}+\hbar\omega}+2\sum_n\Lambda_{nn}f_n, \tag{13}$$

$$\frac{\partial\Sigma_n}{\partial N}=\frac{\partial\Pi}{\partial f_n}=B_n=\sum_{m\ne n}g_{mn}^2\,\frac{2\Delta_{nm}}{\Delta_{nm}^2-\hbar^2\omega^2}+2\Lambda_{nn}. \tag{14}$$

The terms of (12) are the Fan, Debye-Waller (DW) and static terms. For $\hbar\omega\ll|\Delta_{nm}|$, (14) becomes the adiabatic Allen-Heine-Cardona (AHC) coefficient

$$B_n^{\rm ad}=\sum_{m\neq n}\frac{2g_{mn}^2}{\Delta_{nm}}+2\Lambda_{nn}. \tag{15}$$

The half rule, that the zero-point shift is half the shift per phonon, follows in the adiabatic limit, static term aside, from

$$\Sigma_n=B_n\,(N+\tfrac12)+\sum_{m\ne n}g_{mn}^2\,\frac{(1-2f_m)\,\hbar\omega}{\Delta_{nm}^2-\hbar^2\omega^2}+(\text{static term}). \tag{16}$$

In the output printed at the end, block A is a three-level model of (9), at $\lambda=1$ unless `lam` is given. Its error ratios are the factors by which the deviations of the second-order formulas fall when $\lambda$ is halved; `Omega` is the grand potential, and `fbar`, `Nbar` are the uncoupled Fermi and Bose occupations. Block C is H$_2^+$, where `W` is the $1\sigma_g$ level or the gap from it to $1\sigma_u$, `mu` is the reduced mass, and subscripts 0 and 1 denote the two lowest vibrational states.

### 5. Crystals: the AHC coefficient and the dynamical matrix

Let $u_i$, with $i=(l,\kappa)$, be the displacement of atom $\kappa$ in cell $l$ of a crystal of $N_c$ cells with periodic boundaries; one dimension and unit lattice constant keep the notation short. Subscripts $i,j$ on $U$, $\varepsilon$ and $h$ denote derivatives at equilibrium. The dynamical matrix $D_{ij}=U_{ij}/(M_iM_j)^{1/2}$ has eigenvalues $\omega_\nu^2$ and normalised eigenvectors $\eta_i^\nu=e_\kappa^\nu\,e^{iql}/N_c^{1/2}$, with $\nu=(q,\text{branch})$; the conjugate vector belongs to the mode $\bar\nu$ at $-q$ with the same frequency, because $D$ is real. Expanding $M_i^{1/2}u_i=\sum_\nu\eta_i^\nu Q_\nu$ with $Q_\nu=(\hbar/2\omega_\nu)^{1/2}(b_\nu+b^\dagger_{\bar\nu})$, and renaming $\bar\nu\to\nu$ in the creation part,

$$u_i=\sum_\nu\big(a_i^\nu b_\nu+a_i^{\nu*}b_\nu^\dagger\big),\qquad a_i^\nu=\Big(\frac{\hbar}{2N_cM_\kappa\omega_\nu}\Big)^{1/2}e^\nu_\kappa\,e^{iql}. \tag{25}$$

We assume that the level $n$ is non-degenerate and that symmetry makes its gradient $\varepsilon_i$ vanish, so that there is no tadpole term. A non-degenerate level is unchanged when the displacement pattern is translated by a cell, so its gradient is the same in every cell and can couple only to $q=0$ modes.

On the electron side, $\langle u_iu_j\rangle=\sum_\nu[a_i^\nu a_j^{\nu*}(n_\nu+1)+a_i^{\nu*}a_j^\nu n_\nu]$, because $\langle bb^\dagger\rangle=n+1$ and $\langle b^\dagger b\rangle=n$. In $\langle\varepsilon\rangle=\varepsilon+\tfrac12\sum_{ij}\varepsilon_{ij}\langle u_iu_j\rangle$ the matrix $\varepsilon_{ij}$ is symmetric, so both terms contract to the same number:

$$\langle\varepsilon\rangle-\varepsilon=\sum_\nu B_\nu\,(n_\nu+\tfrac12),\qquad B_\nu=\sum_{ij}a_i^{\nu*}\,\varepsilon_{ij}\,a^\nu_j. \tag{26}$$

On the phonon side, $\delta f$ changes $D_{ij}$ by $\varepsilon_{ij}\,\delta f/(M_iM_j)^{1/2}$. This change is translation invariant for the reason just given, so it does not mix the degenerate partners at $q$ and $-q$, and first-order perturbation theory gives $2\omega_\nu\,\delta\omega_\nu=\sum_{ij}\eta_i^{\nu*}\,\delta D_{ij}\,\eta^\nu_j$. Multiplying by $\hbar/2\omega_\nu$ and using $a_i=(\hbar/2M_i\omega)^{1/2}\eta_i$,

$$\frac{\partial(\hbar\omega_\nu)}{\partial f}=\sum_{ij}a_i^{\nu*}\,\varepsilon_{ij}\,a_j^\nu=B_\nu. \tag{27}$$

The explicit form follows from second-order perturbation theory in the displacements, $\varepsilon_{ij}=\langle n|h_{ij}|n\rangle+\sum_{m\ne n}[\langle n|h_i|m\rangle\langle m|h_j|n\rangle+\langle n|h_j|m\rangle\langle m|h_i|n\rangle]/\Delta_{nm}$. Define $V_\nu=\sum_ja_j^\nu h_j$, so that $V_\nu^\dagger=\sum_ia_i^{\nu*}h_i$ because the $h_i$ are Hermitian. Contraction with $a_i^*a_j$ turns the first product into $\langle n|V^\dagger|m\rangle\langle m|V|n\rangle$ and the second into $\langle n|V|m\rangle\langle m|V^\dagger|n\rangle$:

$$B_\nu=\sum_{m\neq n}\frac{|\langle m|V_\nu|n\rangle|^2+|\langle m|V_\nu^\dagger|n\rangle|^2}{\Delta_{nm}}+\sum_{ij}a_i^{\nu*}a_j^\nu\,\langle n|h_{ij}|n\rangle. \tag{28}$$

The operator $V_\nu$ carries the phase $e^{iql}$ and connects a Bloch state at $k$ to states at $k+q$, and $V_\nu^\dagger$ connects it to $k-q$. These are the Fan terms, and the last term is the Debye-Waller term. Each is quadratic in $a\propto N_c^{-1/2}$, so $B_\nu\propto1/N_c$ at given $q$. At fixed $q\neq0$, and for an optical mode at $q=0$, one phonon shifts a level by $O(1/N_c)$ and one electron shifts a frequency by $O(1/N_c)$; the next term in the expansion in $\delta f$ is of second order in $\delta D$, so the derivative equals the finite difference as $N_c\to\infty$. For such modes a finite effect requires a finite density: a sum over $O(N_c)$ modes in (26), or a finite carrier concentration acting on one frequency. The limit is not uniform in $q$. For an acoustic mode coupled to a parabolic band edge through the local strain, $|V_\nu|^2\propto q^2/(N_c\omega)\propto q/N_c$ and $\Delta\propto q^2$, so $B_\nu\propto1/(N_cq)$. At the smallest wave vector, $q=2\pi/N_c$, this does not decrease with $N_c$ while $\hbar\omega$ does; there $|\Delta|$ eventually falls below $\hbar\omega$ and the adiabatic formula no longer applies.

For a gap, $B_\nu^{\rm gap}=B_\nu^c-B_\nu^v$, and in the adiabatic harmonic approximation at fixed volume

$$\Delta E_g(T)=\sum_\nu B_\nu^{\rm gap}\,\big(n_\nu(T)+\tfrac12\big),\qquad\Delta E_g(0)=\frac{\partial}{\partial x}\sum_\nu\tfrac12\hbar\omega_\nu, \tag{29}$$

where $x$ counts electron-hole pairs at the band edges and the second equality is (27) summed over modes. The zero-point renormalisation of the gap is the derivative of the lattice zero-point energy with respect to the number of pairs, taken at $x=0$. For a whole pair in a finite crystal the change of the zero-point energy also contains terms of higher order in $\delta D$; in one dimension these are not small for the longest acoustic waves, where $B_\nu$ stays finite while $\hbar\omega_\nu\to0$. A mode with negative $B_\nu^{\rm gap}$ narrows the gap as it is populated, and it is softened by a small $x$.

**A two-band ring.** Take spinless electrons on a ring of six cells and fixed length, with sites A and B of on-site energies $+1.5$ and $-1.5$ eV and masses 20 and 30 u. Every hopping is $-t\,e^{-\beta d}$, with $d$ the elongation of the bond and $\beta=1.0$ Å$^{-1}$; $t_1=2.0$ eV joins neighbours, and $t_{2A}=0.3$ eV and $t_{2B}=0.2$ eV join second neighbours. Springs of $12$ eV/Å$^2$ join neighbours, and the lower band is full. At $k=\pi$ the two neighbour hoppings cancel, $1+e^{-i\pi}=0$, so the band-edge states lie on one sublattice each, with energies $1.5+2(0.3)=2.1$ eV and $-1.5+2(0.2)=-1.1$ eV, and the gap is $3.2$ eV. Inversion about any site reverses the displacement of that site and leaves a non-degenerate level unchanged, so the gradients vanish. The table lists, in meV, the two parts of $B^{\rm gap}$ from (28) and, in the last column, the frequency derivative obtained by diagonalising a finite-difference dynamical matrix with altered occupations.

| $q$ | $\hbar\omega$ | Fan | DW | $\partial\hbar\omega/\partial x$ |
|---|---|---|---|---|
| $\pi/3$ | 21.755 | −0.4480 | 0.0562 | −0.3918 |
| $2\pi/3$ | 41.546 | −0.4370 | 0.0157 | −0.4213 |
| $\pi$ | 54.136 | −0.7354 | −0.3432 | −1.0786 |
| $\pi$ | 64.690 | 0.3916 | 0.6462 | 1.0378 |
| $2\pi/3$ | 72.511 | 0.1376 | 0.2312 | 0.3688 |
| $\pi/3$ | 78.373 | 0.1798 | 0.0585 | 0.2383 |
| $0$ | 79.571 | 7.2963 | 0.0000 | 7.2963 |

The program tests each band edge separately: Fan plus Debye-Waller must match the frequency derivative for every mode to $2\times10^{-4}$ of the largest coefficient, and the Fan term alone must miss, for at least one mode, by more than twenty times that tolerance.

Some entries can be computed by hand, with $\hbar^2/(\text{u Å}^2)=4.18016$ meV. In the $q=0$ optical mode the centre of mass is at rest, $e\propto(M_B^{1/2},-M_A^{1/2})$, and (25) gives neighbour bonds elongated alternately by $\pm d$ with $d^2=\hbar/(2N_cM_r\omega)$ and $M_r=20\cdot30/50=12$ u. Numerically $d^2=4.18016/(2\cdot6\cdot12\cdot79.571)=3.6482\times10^{-4}$ Å$^2$. The first-order change of a hopping is $+\beta t_1d$. Between the two edge states, whose amplitudes are $(-1)^l/N_c^{1/2}$, the bond inside a cell contributes $\beta t_1d/N_c$ and the bond to the next cell contributes $\beta t_1(-d)(-1)/N_c$, so the matrix element summed over cells is $2\beta t_1d$ and its square is $16\times3.6482\times10^{-4}=5.8371\times10^{-3}$ eV$^2$. By (28) the conduction edge rises by twice this over $3.2$ eV and the valence edge falls by the same amount, so $B^{\rm gap}=4\times5.8371\times10^{-3}/3.2$ eV $=7.296$ meV. The sign is that of level repulsion. The Debye-Waller term is zero because second-neighbour bonds are not stretched and a neighbour hopping has no expectation value in a state confined to one sublattice. The product $N_cB\,\hbar\omega$ is independent of $N_c$ by this formula; the phonon-side values give $43.778\times79.571=3483.5$ meV$^2$ for six cells and $43.755\times79.613=3483.5$ meV$^2$ for eight, and equality is asserted to $10^{-3}$.

At $q=\pi$, suppose only the A atoms move, with amplitude $\pm a$ and $a^2=4.18016/(2\cdot6\cdot20\cdot64.690)=2.6924\times10^{-4}$ Å$^2$. Each A-A bond changes by $2a$, the contracted second derivative of its hopping is $-\beta^2t_{2A}(2a)^2$, and the hopping operator summed over bonds has expectation value $2\cos\pi=-2$ at the edge. The Debye-Waller term is $8\beta^2t_{2A}a^2=0.6462$ meV, as in the table. The same expression for B atoms at $54.136$ meV gives $1.6\times4.18016/(360\times54.136)$ eV $=0.3432$ meV for the valence edge, which enters the gap with a minus sign. The agreement identifies the two modes.

The modes at $\pi/3$ and $2\pi/3$ occur at $\pm q$. With the Fan-plus-DW sums, of which the fifth is $0.3689$ meV before rounding of its parts,

$$\Delta E_g(0)=\tfrac12\big[2(-0.3918-0.4213+0.3689+0.2383)-1.0786+1.0378+7.2963\big]=3.422\ \text{meV},$$

and the change of zero-point energy per pair from the phonon side is also $3.422$ meV. The gap of this ring is widened by zero-point motion, and the $q=0$ mode alone supplies $3.648$ meV. At 300 K the shift is $2.982$ meV, smaller than at zero temperature although the sum of all coefficients is positive. Equation (29) accounts for this. At low temperature the lowest modes are populated first, and the three lowest entries have negative coefficients, so the gap initially falls. At high temperature $n+\tfrac12\to kT/\hbar\omega$, and the slope is $k\sum_\nu B_\nu/\hbar\omega_\nu$; the table gives $2(-0.01801-0.01014+0.00509+0.00304)-0.01992+0.01604+0.09170=+0.048$, so the gap eventually rises. These totals, including their sign, belong to the six-cell ring and not to a long chain. In one dimension the adiabatic acoustic coefficients $B_\nu\propto1/(N_cq)$ make the zero-point sum grow in magnitude as $\ln N_c$, and the extra weight $kT/\hbar\omega\propto1/q$ makes the finite-temperature sum grow as $N_c$, so neither has a large-$N_c$ limit in the adiabatic approximation.

### 6. Where the labels fail

The proof needs states that can be labelled by occupations, and each explicit formula inherits further conditions from its denominators. If level $n$ is degenerate, as $k$ and $-k$ are away from the zone centre and the zone edge, the adiabatic expression (28) has a vanishing denominator for the mode with $q=2k$, and $\varepsilon_n(u)$ need not be differentiable at $u=0$. Summing over the degenerate set with equal occupations removes that term, because the Fan contribution of a pair is odd under $n\leftrightarrow m$; the theorem then applies to the trace over the set.

If $|\Delta_{nm}|=\hbar\omega$, (14) has a pole. The electron can emit or absorb a real phonon, the states $|n,N\rangle$ and $|m,N\pm1\rangle$ mix at first order in $g$, and neither carries a definite label. In a large crystal the states $m$ form a continuum that contains such a pole whenever a coupled state lies $\hbar\omega$ above or below level $n$; the absorption pole is present even at the edge of an otherwise empty band wider than $\hbar\omega$. The self-energy (12), summed over modes, and the sum over levels in (13) are then read as principal values, and the pole parts become linewidths. For a single level and a single mode of wave vector $q$, (14) contains only the states at $k\pm q$ and keeps its pole. It remains useful as a common kernel: summed over a smooth change of many phonon occupations it gives the shift of a level, and summed over a smooth change of many electron occupations it gives the shift of a frequency, each sum being a principal value. These shifts describe energies only as long as the linewidths are small compared with the scale on which the self-energies vary.

The adiabatic coefficient also fails where intraband denominators are small. At a parabolic band edge $\Delta\propto-q^2$, and for a coupling with $|g|^2\propto1/q^2$, the form produced by the long-range field of a polar longitudinal optical mode, the sum of (15) over modes behaves in three dimensions as $\int q^2\,dq/q^4$ and diverges at small $q$. In (14) the factor $2\Delta/(\Delta^2-\hbar^2\omega^2)$ vanishes as $q^2$ instead, and the small-$q$ region is harmless. The half rule of (16) and (29) is not recovered, however. At the edge of an empty parabolic band, with a dispersionless mode, the absorption part of (14) sums to a principal value of the form $\mathrm{P}\!\int_0^\infty dq/(1-q^2)=0$, while the emission part, of the form $-\int_0^\infty dq/(1+q^2)=-\pi/2$, is the whole zero-point term of (12). The polar zero-point shift then equals the full sum of the coefficients and not half of it. Both sides of (1) fail or survive together in each of these cases, because at the order considered they are the same sum.

## Values computed for the example and the checks

```
A levels eV: [-0.9   0.1   0.65]  hbar*w eV: 0.17
A g eV: [[0.02, 0.04, 0.03], [0.04, -0.015, 0.035], [0.03, 0.035, 0.01]]
A Lambda eV: [[0.004, 0.002, 0.0], [0.002, -0.003, 0.001], [0.0, 0.001, 0.002]]
A level 0: B dynamic 3.5293 meV, adiabatic 3.6387 meV
A level 1: B dynamic -7.6298 meV, adiabatic -7.2545 meV
A level 2: B dynamic 10.1005 meV, adiabatic 9.6158 meV
A level 2, f=(0, 0, 0), N=0: exact 9.4313 meV; lam=1/4 over lam^2 10.0513 meV
A level 2, f=(1, 0, 0), N=0: exact 9.2043 meV; lam=1/4 over lam^2 10.0350 meV
A level 2, f=(1, 1, 0), N=0: exact 9.7643 meV; lam=1/4 over lam^2 10.0783 meV
A error ratio lam 1/2 : 1/4 (phonon, electron, mixed, Omega): [15.29 15.38 15.28 15.75]
A mu 0.2 eV, kT 0.1 eV, fbar [0.99998 0.73106 0.01099], Nbar 0.22352
A Omega0 -1.252606 eV; exact shift -1.3899 meV; E2(fbar,Nbar) -1.4687 meV
B onsite +-1.5 eV, t1 2.0, t2A 0.3, t2B 0.2 eV, beta 1.0 1/A
B spring 12.0 eV/A^2, masses 20.0, 30.0 u, 6 cells, hbar^2/(u A^2) 4.18016 meV
B band edges -1.1000, 2.1000 eV, gap 3.2000 eV
B gap, meV: q/(pi/3), hbar*w, Fan, DW, Fan+DW, d(hw)/d(pair)
B 1   21.755   -0.4480   0.0562   -0.3918   -0.3918
B 2   41.546   -0.4370   0.0157   -0.4213   -0.4213
B 3   54.136   -0.7354  -0.3432   -1.0786   -1.0786
B 3   64.690    0.3916   0.6462    1.0378    1.0378
B 2   72.511    0.1376   0.2312    0.3689    0.3688
B 1   78.373    0.1798   0.0585    0.2383    0.2383
B 0   79.571    7.2963   0.0000    7.2963    7.2963
B zero-point gap shift 3.422 meV; zero-point energy per pair 3.422 meV
B gap shift at 300 K 2.982 meV
B q=0 optical Nc*B: 6 cells 43.778 meV, 8 cells 43.755 meV (hw 79.613 meV)
C H2+ aug-cc-pVQZ: mu 918.0763 m_e, Re 1.99770 bohr, U(Re) -0.602536 Ha
C K 0.102865 Ha/bohr^2, U''' -0.260483 Ha/bohr^3, 1/(2 mu w) 0.051451 bohr^2
C hbar*w harmonic 0.010585 Ha, E1-E0 0.009985 Ha = 0.27171 eV
C <R>_0 2.06384, <R>_1 2.19898, difference 0.13514 bohr
C leading-order d<R>/dn 0.13029 bohr
C 1sg level: W -1.103112 Ha, W' 0.250576 Ha/bohr, W'' -0.148000 Ha/bohr^2
C   <W>_0 -1.090616 Ha, <W>_1 -1.066244 Ha
C   per phonon <W>_1-<W>_0 0.0243729 Ha = 0.66322 eV
C   d(E1-E0)/d(occupation) 0.0243729 Ha = 0.66322 eV
C   curvature -0.007615 Ha, tadpole 0.032647 Ha, sum 0.025032 Ha = 0.68117 eV
C   re-minimised harmonic derivative 0.025032 Ha; dRe/d(occupation) -2.4360 bohr
C   relative deviation mass x1 -0.0264, x100 -0.00274, x400 -0.00137
C gap 1su-1sg: W 0.435814 Ha, W' -0.318946 Ha/bohr, W'' 0.230527 Ha/bohr^2
C   <W>_0 0.421084 Ha, <W>_1 0.392903 Ha
C   per phonon <W>_1-<W>_0 -0.0281804 Ha = -0.76683 eV
C   d(E1-E0)/d(occupation) -0.0281804 Ha = -0.76683 eV
C   curvature 0.011861 Ha, tadpole -0.041555 Ha, sum -0.029694 Ha = -0.80802 eV
C   re-minimised harmonic derivative -0.029694 Ha; dRe/d(occupation) 3.1006 bohr
C   relative deviation mass x1 -0.0510, x100 -0.00529, x400 -0.00265
```
